# In-plane heat flux across a thick gray film with diffuse surfaces

## Problem

A film occupies $0<z<d$ and is long in $x$ and $y$. Its temperature varies along $x$ with a constant gradient $T'=dT/dx$. Heat is carried by phonons that share one speed $v$ and one mean free path $\Lambda=v\tau$ (a gray film), with a constant heat capacity $C$ per volume. Scattering inside the film relaxes the phonons to the local equilibrium and conserves energy. Both surfaces are diffuse and pass no net heat: they absorb every arriving phonon and emit the same energy, with equal phonon energy density per solid angle in all inward directions. Write $\zeta=z/\Lambda$, $\delta=d/\Lambda$, and let $q_b$ be the flux that the same gradient drives in bulk material.

(a) Find the in-plane flux $q(z)$.

(b) Show that the flux at each surface tends to half the bulk value when the film is thick, and bound the difference at finite thickness.

(c) Find how the flux rises close to a surface of a thick film.

(d) Find the film's average conductivity, and treat the thin-film limit.

(e) Evaluate the results for a silicon layer with $d=3$ µm, $\Lambda=300$ nm, bulk conductivity $k=150$ W/(m K) and a gradient of magnitude 0.1 K/µm. Estimate what the model neglects.

## Solution

### (a) The flux profile

Let $e(x,z,\boldsymbol\Omega)$ be the phonon energy per volume and per solid angle travelling along the unit vector $\boldsymbol\Omega$. In the steady state,
$$v\,\boldsymbol\Omega\cdot\nabla e=-\frac{e-CT/4\pi}{\tau},$$
with energy counted from a constant reference. Energy conservation in scattering requires $\int e\,d\Omega=CT$.

Try
$$e=\frac{C}{4\pi}\left[T(x)-\Lambda T'\,\Omega_x\,g(z,\Omega_z)\right].$$
The second term is odd in $\Omega_x$, so it integrates to zero over directions. The local temperature is therefore $T(x)$ at every depth. For the same reason the second term brings no net energy to a wall, so the wall also emits at temperature $T(x)$. Its emission is isotropic, which means $g=0$ for phonons leaving a wall.

Insert the trial form. The left side is
$$\frac{vC}{4\pi}\left[\Omega_xT'-\Lambda T'\Omega_x\Omega_z\frac{\partial g}{\partial z}\right],$$
and the right side is $C\Lambda T'\Omega_x g/(4\pi\tau)$. Division by $vCT'\Omega_x/4\pi$, with $\Lambda=v\tau$, gives
$$\Lambda\Omega_z\frac{\partial g}{\partial z}=1-g .$$

Let $\mu=|\Omega_z|$. Phonons moving towards larger $z$ obey $\mu\,dg_+/d\zeta=1-g_+$. Multiplying by $e^{\zeta/\mu}/\mu$ turns this into $d(e^{\zeta/\mu}g_+)/d\zeta=e^{\zeta/\mu}/\mu$. With $g_+=0$ at $\zeta=0$, integration gives
$$g_+=1-e^{-\zeta/\mu}.$$
The other stream obeys the same equation in the distance $\delta-\zeta$ from its own starting wall, so
$$g_-=1-e^{-(\delta-\zeta)/\mu}.$$
Each exponential is the probability that a phonon has come from the wall without scattering.

The flux is $q=v\int\Omega_x e\,d\Omega$. The isotropic part of $e$ drops out. Since $\Omega_x^2=(1-\mu^2)\cos^2\varphi$ and $\int_0^{2\pi}\cos^2\varphi\,d\varphi=\pi$,
$$q=-\frac{Cv\Lambda T'}{4}\int_0^1(1-\mu^2)(g_++g_-)\,d\mu .$$
In bulk $g_+=g_-=1$, and the integral is $2(1-\tfrac13)=\tfrac43$. Hence $q_b=-\tfrac13Cv\Lambda T'=-kT'$ with $k=\tfrac13Cv\Lambda$, and
$$\frac{q}{q_b}=\frac34\int_0^1(1-\mu^2)(g_++g_-)\,d\mu .$$

Define, for $n\ge1$,
$$E_n(s)=\int_0^1\mu^{n-2}e^{-s/\mu}\,d\mu .$$
The constant parts of $g_\pm$ contribute 1. The exponentials contribute $E_2$ from the term 1 and $E_4$ from the term $\mu^2$:
$$\boxed{\frac{q(z)}{q_b}=1-\frac34\left[F(\zeta)+F(\delta-\zeta)\right],\qquad F=E_2-E_4.}$$

### (b) The surface value

For $n\ge2$ the definition gives $E_n(0)=1/(n-1)$, so $F(0)=1-\tfrac13=\tfrac23$. At either surface
$$\frac{q(0)}{q_b}=\frac12-\frac34F(\delta).$$

To bound the last term, put $s=1/\mu$, so that $d\mu=-ds/s^2$:
$$F(\delta)=\int_1^\infty\frac{s^2-1}{s^4}\,e^{-\delta s}\,ds .$$
The integrand is positive. Also $(s^2-1)/s^4=(s-1)(s^{-3}+s^{-4})\le2(s-1)$ for $s\ge1$. Since $\int_1^\infty(s-1)e^{-\delta s}ds=e^{-\delta}/\delta^2$,
$$0<\frac12-\frac{q(0)}{q_b}\le\frac{3e^{-\delta}}{2\delta^2}.$$
The surface flux thus tends to $q_b/2$ as $\delta\to\infty$ and lies below it at any finite thickness.

The half has a direct meaning. Phonons leaving the surface have just been emitted evenly over directions, so they carry no net energy along $x$. Those arriving at a surface of a thick film have nearly all scattered since they left the far wall. They carry what the same half of the directions carries in bulk, which is $q_b/2$.

The approach to one half is fast. The surface ratio is 0.453 at $\delta=1$, 0.491 at $\delta=2$ and 0.4998 at $\delta=5$.

### (c) The rise near a surface

Let $\delta\to\infty$ at fixed small $\zeta$, so that $F(\delta-\zeta)$ vanishes. Differentiating the definition gives $E_n'=-E_{n-1}$ for $n\ge2$, hence $F'=-E_1+E_3$.

The behaviour of $E_1$ follows from $t=\zeta/\mu$, which gives $E_1(\zeta)=\int_\zeta^\infty e^{-t}dt/t$. Integration by parts yields
$$E_1(\zeta)=-e^{-\zeta}\ln\zeta+\int_\zeta^\infty e^{-t}\ln t\,dt .$$
As $\zeta\to0$ the last integral tends to $-\gamma$, where $\gamma=0.5772$ is Euler's constant, so $E_1+\ln\zeta\to-\gamma$. The derivative of $E_1+\ln\zeta$ is $(1-e^{-\zeta})/\zeta$, which lies between 0 and 1. Therefore $E_1=-\ln\zeta-\gamma+O(\zeta)$.

With $E_3=\tfrac12+O(\zeta)$,
$$F'(\zeta)=\ln\zeta+\gamma+\tfrac12+O(\zeta).$$
Integrating from $F(0)=\tfrac23$, with $\int_0^\zeta\ln t\,dt=\zeta\ln\zeta-\zeta$, gives
$$F(\zeta)=\tfrac23+\zeta\left(\ln\zeta+\gamma-\tfrac12\right)+O(\zeta^2),$$
$$\frac{q}{q_b}=\frac12+\frac34\,\zeta\left[\ln\frac1\zeta+\frac12-\gamma\right]+O(\zeta^2).$$

The flux is continuous at the wall, but its slope grows as $\ln(1/\zeta)$. The slope before angular integration is $\tfrac34(1-\mu^2)e^{-\zeta/\mu}/\mu$. The factor $1/\mu$ comes from grazing phonons, which travel far while gaining little depth, and the exponential cuts it off near $\mu\sim\zeta$.

### (d) Average conductivity and the thin limit

Because $E_{n+1}'=-E_n$, we have $\int_0^\delta E_n\,d\zeta=E_{n+1}(0)-E_{n+1}(\delta)$. The two wall terms have equal integrals, so
$$\frac{k_f}{k}=1-\frac{3}{2\delta}\left[\frac12-\frac14-E_3(\delta)+E_5(\delta)\right]$$
$$\phantom{\frac{k_f}{k}}=1-\frac{3}{8\delta}+\frac{3}{2\delta}\left[E_3(\delta)-E_5(\delta)\right].$$
For a thick film the last bracket is exponentially small. The missing heat is then that of a bulk layer $3\Lambda/8$ thick, or $3\Lambda/16$ for each surface.

For $\delta\ll1$ both arguments of $F$ are small, and the expansion in (c) gives
$$\frac{q}{q_b}=-\frac34\left[\zeta\ln\zeta+(\delta-\zeta)\ln(\delta-\zeta)\right]+O(\delta).$$
The bracket equals $\delta\ln\delta+O(\delta)$, so at leading logarithmic order $q/q_b\simeq\tfrac34\delta\ln(1/\delta)$ across the whole film. The surface ratio $q(0)/q_b$ then tends to zero: the arriving phonons have mostly come straight from the other diffuse wall. The result of one half therefore needs a thick film.

### Numerical checks

The equation for $g$ was solved by finite differences with 1000 steps per free path and 40 values of $\mu$. For $\delta=3$ the flux agreed with the formula within $2\times10^{-5}$ of $q_b$ at $\zeta=0$, 0.3, 1 and 1.5. For $\delta=10$ the arriving phonons gave 0.50000 of the bulk flux at the wall.

A second check follows phonons back through four scattering or wall events. If $X$ is the displacement along $x$ from the origin so reached, the energy seen is $C(T-T'\langle X\rangle)/4\pi$. This makes $q/q_b=3\langle\Omega_xX\rangle/\Lambda$, averaged over all directions. Two million random paths gave $0.4973\pm0.0017$ at the wall for $\delta=10$. At $\zeta=0.5$ in a film with $\delta=3$ they gave $0.8752\pm0.0018$, against 0.8744 from the formula. The uncertainties are one standard error.

### (e) The silicon layer

The ratio $\delta=3000/300=10$ makes the film thick. The bulk flux is
$$q_b=150\times10^5\ \text{W/m}^2=1.5\ \text{kW/cm}^2,$$
and the surface flux is 0.75 kW/cm². The surface ratio falls short of one half by $4\times10^{-7}$, within the bound of $7\times10^{-7}$.

| Depth (nm) | $q/q_b$ |
|---:|---:|
| 0 | 0.500 |
| 30 | 0.674 |
| 100 | 0.825 |
| 300 | 0.953 |
| 600 | 0.991 |
| 1500 | 0.9997 |

At 30 nm, where $\zeta=0.1$, the near-wall law gives $0.5+0.075\,(2.303+0.5-0.577)=0.667$. The full value is 0.674, and the difference is of order $\zeta^2$. The flux reaches 90% of bulk at a depth of 178 nm and 95% at 289 nm.

Each surface removes the heat of a layer $3\times300/16=56$ nm thick. The average conductivity is
$$k_f=150\left(1-\frac{3}{80}\right)=144\ \text{W/(m K)}.$$
A large local reduction at the walls thus costs the film less than 4% of its conductivity in this model.

**The real case.** These are rough values for a thick device layer in a silicon-on-insulator power chip near 300 K. The path of 300 nm is an effective value for the phonons that carry most of the heat. Silicon's full heat capacity, about 1.66 MJ/(m³ K), with a speed of 6400 m/s would give only 42 nm from $k=\tfrac13Cv\Lambda$, because that heat capacity includes optical phonons, which carry little heat, and many acoustic phonons that travel well below the speed of sound. Silicon does not have a single free path: its heat is carried over a wide range of paths, some longer than this film. Its surfaces may also reflect some phonons as a mirror does. The first two estimates below show roughly how large these effects can be. They are crude models, not predictions for a particular chip.

**Spread of free paths.** Let $u$ be the frequency divided by its cutoff. Take a mode density proportional to $u^2$, equal heat capacity per mode, constant speed and a free path proportional to $u^{-2}$. Bulk heat conduction is then uniform in $u$. The choice $\Lambda(u)=\Lambda/(3u^2)$ keeps the mean path, since $\int_0^1 3u^2\Lambda(u)\,du=\Lambda$. Paths exceed $d$ for $u<1/\sqrt{3\delta}=0.183$, so 18% of the bulk heat belongs to paths longer than the film.

The local thickness ratio is $3\delta u^2$. For $3\delta\gg1$ the $u$ integral can be extended to infinity:
$$\frac{q(0)}{q_b}\simeq\frac12-\frac34\int_0^1(1-\mu^2)\,\frac12\sqrt{\frac{\pi\mu}{3\delta}}\,d\mu .$$
Since $\int_0^1(1-\mu^2)\sqrt\mu\,d\mu=\tfrac23-\tfrac27=\tfrac8{21}$,
$$\frac{q(0)}{q_b}\simeq\frac12-\frac{\sqrt\pi}{7}\frac{1}{\sqrt{3\delta}}=0.454 .$$
The exponentially small correction has become an inverse square root. Its size depends on the mean path chosen: 42 nm in place of 300 nm would give a surface ratio of 0.483. The average conductivity suffers more: $k_f/k$ falls from 0.963 to 0.83. It too depends on the mean path, and with 42 nm this spread would give 0.93.

**Partly specular walls.** Suppose a fraction $p$ of arriving phonons is reflected like light from a mirror. Then $g_+=1-Ae^{-\zeta/\mu}$, $g_-=1-Ae^{-(\delta-\zeta)/\mu}$, and the wall condition is $g_+(0)=p\,g_-(0)$. This gives $1-A=p(1-Ae^{-\delta/\mu})$, or
$$A=\frac{1-p}{1-pe^{-\delta/\mu}} .$$
For constant $p$ and a thick film, $g_++g_-=1+p$ at the wall, so the surface ratio is $(1+p)/2$.

To estimate $p$, note that a surface height $h$ changes the path of a reflected wave by $2h\mu$ and its phase by $\phi=4\pi h\mu/\lambda$, with $\lambda$ the phonon wavelength. For Gaussian heights of rms value $\eta$, the mean reflected amplitude is reduced by $\langle e^{i\phi}\rangle=e^{-\langle\phi^2\rangle/2}$. Taking $p$ as the square of this factor gives $p=\exp[-(4\pi\eta\mu/\lambda)^2]$. Take $\eta=0.3$ nm and $\lambda=\lambda_c/u$. Counting one wavevector per atom in a sphere gives $\lambda_c=2\pi/(6\pi^2n)^{1/3}=0.438$ nm, where $n=8/a^3$ and $a=0.543$ nm.

Combined with the spread of paths, this raises the surface ratio to 0.68 and $k_f/k$ to 0.93. The result is sensitive to roughness: the surface ratio is 0.74 for $\eta=0.2$ nm and 0.61 for $\eta=0.5$ nm. With a mean path of 42 nm and $\eta=0.3$ nm, the surface ratio would be 0.70 and $k_f/k$ would be 0.99. With the spread held fixed, specularity has moved the surface ratio from 0.45 to 0.68, past one half. In this estimate $p$ is near 1 when $u\mu$ is small, so long waves and grazing phonons keep their in-plane motion. The value one half therefore rests on fully diffuse walls as well as on thickness. Equal heat capacity per mode is the classical limit, which silicon does not reach at 300 K: with this cutoff and 6400 m/s, $\hbar\omega_c/k_BT\approx2.3$. Quantum heat capacities, at the same capacity-weighted mean path of 300 nm, would change the diffuse results from 0.454 and 0.83 to about 0.449 and 0.82, and the partly specular surface ratio from 0.68 to about 0.69.

**Temperature of use.** If $k$ and $\Lambda$ both fall roughly as $T^{-1.3}$, at 400 K they are 103 W/(m K) and 206 nm. A common exponent assumes $Cv$ constant; since $C$ grows by about 10% over this range, a fixed speed would put $\Lambda$ nearer 190 nm. The gray surface ratio stays at one half. At the same gradient the surface flux drops to 0.52 kW/cm².

**Heat leak.** Let the film lie on oxide of thickness $d_{ox}=1$ µm and conductivity $k_{ox}=1.4$ W/(m K), above a substrate at fixed temperature. For a film temperature rise $\vartheta$ that is nearly uniform in depth, heat balance reads $k_fd\,\vartheta''=k_{ox}\vartheta/d_{ox}$. The rise decays over
$$\ell=\sqrt{\frac{k_f\,d\,d_{ox}}{k_{ox}}}=\sqrt{\frac{144.4\times3\times1}{1.4}}=17.6\ \text{µm}.$$
Consider first a purely decaying rise, $\vartheta\propto e^{-x/\ell}$, for which $\vartheta=\ell|\vartheta'|$, only 1.8 K at 0.1 K/µm. The gradient then changes by 1.7% over a free path of 300 nm, so its variation along $x$ is slow for the gray film. For the longest paths in the spread above it is not slow: over a path equal to the film thickness the gradient changes by about 17%. For this decaying rise the vertical flux into the oxide is $d/\ell=0.17$ of the average lateral flux, and a constant gradient is a fair description only over lengths well below $\ell$. In general these figures scale with $\vartheta/(\ell|\vartheta'|)$. Where the film is 10 K above the substrate at the same gradient, the vertical flux is about equal to the lateral flux and the gradient changes by about 10% over one free path, so the assumptions of no net wall heat and a constant gradient no longer hold.

**Constant material properties.** The temperature changes by 0.03 K over one free path, a fraction $10^{-4}$ of 300 K, so variation of $C$ and $\Lambda$ on that scale is negligible here.

The numerical output lists further values; there the symbol L denotes the free path $\Lambda$.

## Computed results

```
TESTS
finite-difference wall flux, arriving phonons: 0.50000
finite-difference wall flux, leaving phonons: 0.00000
walk, wall, d/L=10: 0.4973 +- 0.0017
walk, depth 0.5 L, d/L=3: 0.8752 +- 0.0018 (formula 0.8744)
walk, film mean, d/L=2: 0.8187 +- 0.0017 (formula 0.8191)
SURFACE FLUX / BULK FLUX AGAINST THICKNESS
d/L = 0.5: 0.37895
d/L = 1.0: 0.45318
d/L = 2.0: 0.49062
d/L = 5.0: 0.49984
EXAMPLE (rough silicon values)
thickness: 3000 nm; free path L: 300 nm
d/L: 10.0
bulk conductivity: 150 W/(m K)
gradient: 0.1 K/um
bulk flux: 1.500 kW/cm2
surface flux: 0.750 kW/cm2
surface shortfall below 1/2: 3.95e-07
bound on that shortfall: 6.81e-07
flux/bulk at 0 nm: 0.5000
flux/bulk at 30 nm: 0.6739
flux/bulk at 100 nm: 0.8252
flux/bulk at 150 nm: 0.8789
flux/bulk at 300 nm: 0.9532
flux/bulk at 600 nm: 0.9906
flux/bulk at 900 nm: 0.9978
flux/bulk at 1500 nm: 0.9997
depth for 90% of bulk flux: 178 nm
depth for 95% of bulk flux: 289 nm
missing bulk layer per surface: 56.25 nm
film/bulk conductivity: 0.9625
film conductivity: 144.4 W/(m K)
NEGLECTED EFFECTS
heat share of paths longer than film: 0.183
spread paths, diffuse: surface ratio 0.454, film ratio 0.828
roughness: 0.3 nm; lattice constant: 0.543 nm
cutoff wavelength: 0.438 nm
spread paths, partly specular: surface ratio 0.680, film ratio 0.928
at 400 K (power 1.3): bulk conductivity 103 W/(m K), L 206 nm
at 400 K: surface ratio 0.5000, surface flux 0.516 kW/cm2
buried oxide: 1.0 um, 1.4 W/(m K)
lateral decay length: 17.6 um
gradient change over one L: 1.7 %
vertical/lateral flux at oxide: 0.17
temperature change over one L: 0.030 K, relative to 300 K: 1.0e-04
```
